# Why a cubic k-point mesh falls short of 48-fold reduction

A simple cubic crystal with the full cubic point group has 48 point operations. A Gamma-centred 12×12×12 mesh of wave vectors has 1728 points, and 1728/48 = 36. Yet 84 inequivalent points remain when all the symmetry has been used, so the work falls by a factor of 20.6 and not 48. A Gamma-centred mesh of 100 divisions per axis still gives only 42.7.

## What is being counted

The Gamma-centred mesh for lattice constant $a$ consists of

$$
\mathbf k=\frac{2\pi}{a}\,\frac{(n_1,n_2,n_3)}{N},\qquad n_i=0,1,\dots,N-1 .
$$

Adding $N$ to any $n_i$ adds a reciprocal lattice vector and gives the same Bloch states, so the $n_i$ are integers modulo $N$. The point group $O_h$ acts by permuting the three coordinates ($3!=6$ ways) and changing their signs ($2^3=8$ ways), which makes $6\times 8=48$ operations. Each of them maps the mesh onto itself.

The points that the operations carry into one another form a star. Band energies are equal throughout a star, so a Brillouin-zone sum of such a quantity needs one point per star, weighted by the number of points in the star. Let $N_{\rm irr}$ be the number of stars and $R=N^3/N_{\rm irr}$ the reduction. If every point costs the same, $R$ is the factor saved.

## Back-of-envelope argument

A star has 48 members only if the 48 operations produce 48 different points. A point on a mirror plane is left in place by the reflection, so its star has at most 24 members.

Take $N$ even and count the mirror points.

- The three reflections of the type $n_1\to-n_1$ each fix two planes of the mesh, $n_1=0$ through Gamma and $n_1=N/2$ on the zone face. That makes $3\times 2N^2=6N^2$ points.
- The six diagonal reflections, such as $n_1\leftrightarrow n_2$, each fix one plane of $N^2$ points, which makes another $6N^2$.

Ignore the intersections of these planes. Then about $12N^2$ points have stars of 24 and the rest have stars of 48:

$$
N_{\rm irr}\approx\frac{N^3-12N^2}{48}+\frac{12N^2}{24}
=\frac{N^3}{48}+\frac{N^2}{4},
\qquad
R\approx\frac{48}{1+12/N}.
$$

This is a surface-to-volume effect. The mirror planes bound the wedge of the zone that holds one representative of each star. The volume of the wedge gives $N^3/48$, and the points on its surface add a term that is smaller only by a factor of order $1/N$, with the large coefficient 12.

For $N=12$ the estimate gives 72 stars and $R\approx24$, against the true 84 and 20.6. The intersections matter here: $12N^2=1728$ is already the whole mesh, so many points have been counted more than once.

## Burnside's lemma

An exact count must handle the intersections. Consider all pairs (operation $h$, mesh point $\mathbf k$) for which $h\mathbf k=\mathbf k$ modulo a reciprocal lattice vector, and count them in two ways.

First, sum over operations. If $\mathrm{Fix}(h)$ is the number of points that $h$ leaves in place, the number of pairs is $\sum_h \mathrm{Fix}(h)$.

Second, sum over points. Let $S$ be the set of operations that fix $\mathbf k$, and let $|S|$ be their number. If $h$ carries $\mathbf k$ to $\mathbf k'$, so does $hs$ for every $s$ in $S$. Conversely, if $h'$ also carries $\mathbf k$ to $\mathbf k'$, then $h^{-1}h'$ fixes $\mathbf k$, so $h'$ has the form $hs$. Each member of the star is therefore reached by $|S|$ operations, and

$$
(\text{star size})\times|S|=48 .
$$

This holds for every member of the star, so each member belongs to $48/(\text{star size})$ pairs. The whole star contributes 48 pairs, whatever its size. Equating the two counts gives

$$
N_{\rm irr}=\frac1{48}\sum_h \mathrm{Fix}(h).
$$

## Fixed points of the 48 operations

Let $q$ be the number of solutions of $2n\equiv0$ modulo $N$. For even $N$ they are $n=0$ and $n=N/2$, so $q=2$. For odd $N$ there is only $n=0$, so $q=1$.

Every operation splits the coordinates into cycles. Following a cycle once around returns a coordinate to itself, multiplied by the product of the signs met on the way. If the product is $+1$, the condition is $n\equiv n$ and $n$ may take $N$ values. If it is $-1$, the condition is $n\equiv-n$, with $q$ solutions. The other coordinates in the cycle then follow from $n$. So each cycle contributes a factor $N$ or $q$.

**No permutation.** There are three cycles of length one, each with either sign. The eight sign choices add up to

$$
N^3+3qN^2+3q^2N+q^3=(N+q)^3 .
$$

The terms belong to the identity, the three reflections $\sigma_h$, the three half-turns $C_2$ about the cube axes, and the inversion.

**Two coordinates exchanged.** There are three choices of the pair. Of its four sign patterns, two have product $+1$ and two have product $-1$. The remaining coordinate has either sign. Each of the four combinations thus occurs $3\times2=6$ times:

$$
6\left(N^2+Nq+qN+q^2\right)=6(N+q)^2 .
$$

In order, these are the diagonal reflections $\sigma_d$, the half-turns $C_2'$ about face diagonals, the quarter-turns $C_4$, and the rotation-reflections $S_4$.

**Three coordinates cycled.** There are two cyclic permutations with eight sign patterns each, half of them with product $+1$. The eight rotations $C_3$ and the eight rotation-reflections $S_6$ give

$$
8N+8q=8(N+q).
$$

With $M=N+q$ the total is

$$
M^3+6M^2+8M=M(M^2+6M+8)=M(M+2)(M+4),
$$

and therefore

$$
N_{\rm irr}=\frac{(N+2)(N+4)(N+6)}{48}\ \ (N\text{ even}),\qquad
N_{\rm irr}=\frac{(N+1)(N+3)(N+5)}{48}\ \ (N\text{ odd}).
$$

A direct construction gives the same number. Sign changes bring each coordinate into the range $0,\dots,\lfloor N/2\rfloor$, and permutations sort the three values. Each star then has one sorted triple. The range holds $p=\lfloor N/2\rfloor+1=M/2$ values, and the number of sorted triples with repetition allowed is $p(p+1)(p+2)/6=M(M+2)(M+4)/48$.

An even $N$ and the next odd number share the same $M$, and so the same number of irreducible points. Meshes with $N=12$ and $N=13$ both need 84, although the second has 2197 points in all. This compares costs and says nothing about which mesh integrates a given function better.

## The mesh with N = 12

Here $q=2$, and the class sum is as follows.

| Class | Operations | Fixed points each | Product |
|---|---:|---:|---:|
| $E$ | 1 | 1728 | 1728 |
| $\sigma_h$ | 3 | 288 | 864 |
| $\sigma_d$ | 6 | 144 | 864 |
| $C_2$ | 3 | 48 | 144 |
| $C_2'$ | 6 | 24 | 144 |
| $C_4$ | 6 | 24 | 144 |
| $C_3$ | 8 | 12 | 96 |
| $i$ | 1 | 8 | 8 |
| $S_4$ | 6 | 4 | 24 |
| $S_6$ | 8 | 2 | 16 |

The products add up to 4032, and $4032/48=84$. The identity alone would give $1728/48=36$. The reflections add $(864+864)/48=36$, which reproduces the 72 of the rough estimate. All the other operations together add $576/48=12$.

## Boundary points are the cause

The points off the mirrors can be counted separately. Suppose that no coordinate satisfies $2n\equiv0$ and that no two coordinates agree up to sign. Then the eight sign choices and six orderings give 48 different points, and the star is full. If either condition fails, a reflection fixes the point: $\sigma_h$ in the first case, $\sigma_d$ in the second. So the points with incomplete stars are exactly those on mirror planes.

For a point off the mirrors, the first coordinate has $N-q$ allowed values. The second must also avoid plus and minus the first, and the third must avoid two such pairs. Their number is

$$
(N-q)(N-q-2)(N-q-4).
$$

For $N=12$ this is $10\times8\times6=480$ points in 10 full stars, for which the reduction is exactly 48. The other 1248 points, 72% of the mesh, lie on mirrors and form the remaining 74 stars. Applying all 48 operations to every point shows their sizes: 40 stars of 24 points, 15 of 12, 5 of 8, 10 of 6, 2 of 3 and 2 of 1. The single points are Gamma and the zone corner. For $N=4$ the product vanishes, so the whole mesh lies on mirrors and no star is full.

The class sum shows why the approach to 48 is slow. Apart from the identity, only the reflections fix a number of points of order $N^2$. They contribute $(3q+6)N^2$, so

$$
\frac{48}{R}=\frac{48N_{\rm irr}}{N^3}=1+\frac{3q+6}{N}+O(N^{-2}),
\qquad
\frac{R}{48}=1-\frac{3q+6}{N}+O(N^{-2}).
$$

The coefficient is 12 for even $N$, as in the rough argument, and 9 for odd $N$, where the mesh has no points on the zone faces.

A shifted mesh confirms this role of the mirrors. For even $N$, move the mesh by half a step along all three axes, so that the coordinates become $n_i+\tfrac12$. The condition for a sign change to fix a coordinate is now $2n+1\equiv0$ modulo $N$. It has no solution, because $2n+1$ is odd and $N$ is even. The cycle argument holds with $q=0$, hence $M=N$ and $N_{\rm irr}=N(N+2)(N+4)/48$. The $\sigma_h$ planes have lost their points, the $\sigma_d$ planes have kept theirs, and the leading deficit falls from $12/N$ to $6/N$. For $N=12$ the count drops from 84 to 56, and $R$ rises to 30.9.

## A better estimate, compared with the exact count

The three factors of the Gamma-centred result are equally spaced about $M+2=N+s$, with $s=q+2$. Thus $s=4$ for even $N$ and $s=3$ for odd $N$, and

$$
48N_{\rm irr}=(N+s-2)(N+s)(N+s+2)=(N+s)^3-4(N+s).
$$

Dropping the last term gives

$$
R\approx48\left(\frac{N}{N+s}\right)^3 .
$$

This is too low by the fraction $4/(N+s)^2$ of the exact $R$, which is 1.6% at $N=12$.

| $N$ | $N_{\rm irr}$ | $R$ exact | $R$ estimated | Mesh on mirrors |
|---:|---:|---:|---:|---:|
| 4 | 10 | 6.40 | 6.00 | 100% |
| 8 | 35 | 14.63 | 14.22 | 91% |
| 12 | 84 | 20.57 | 20.25 | 72% |
| 13 | 84 | 26.15 | 25.75 | 56% |
| 24 | 455 | 30.38 | 30.23 | 43% |
| 48 | 2925 | 37.81 | 37.75 | 23% |
| 100 | 23426 | 42.69 | 42.67 | 12% |
| 200 | 176851 | 45.24 | 45.23 | 6% |

To find the mesh that reaches a fraction $f$ of 48, set $f=[N/(N+s)]^3$. Taking the cube root and inverting gives $1+s/N=f^{-1/3}$, so

$$
N\approx\frac{s}{f^{-1/3}-1}.
$$

For even $N$ and $f=0.9$ this is 111.9. Raising $N$ in steps of two in the exact formula gives 112 as the first even mesh to reach 90%. The first odd one is 85. Half of 48 is reached at 16 (even) and 13 (odd), and 99% at 1192 and 895. Near the limit $f^{-1/3}-1\approx(1-f)/3$, so $N\approx3s/(1-f)$: each tenfold cut in the remaining deficit needs about ten times as many divisions per axis.

## When the count changes

The formulas were derived for the simple cubic mesh, on which each operation permutes the $n_i$ and changes their signs. On a mesh along the primitive reciprocal vectors of a face-centred or body-centred cubic lattice most of the operations mix the $n_i$, so the fixed points must be counted anew. The formulas also need all 48 operations to act on the wave vectors. A simple cubic lattice alone does not ensure this, since the atoms in the cell or a magnetic order may remove some of them. In a nonmagnetic crystal, time reversal makes the energies at $\mathbf k$ and $-\mathbf k$ equal. It adds nothing to $O_h$, which already contains the inversion, but it completes the groups $O$ and $T_d$ to the same 48 operations on $\mathbf k$. For a smaller group, Burnside's lemma still holds, with the sum restricted to the operations that remain and 48 replaced by their number.
